# Unequal Directional Emissivity and Absorptivity of a Magneto-Optic Film

**Q:** I hold that a body at temperature $T$ must have equal emissivity and absorptivity at each frequency, polarization and direction. Suppose it absorbed 90% of the light from some direction and emitted only 10% of the blackbody value back. Surroundings at the same $T$ would then heat it.

**A:** That follows if the direction is the body's only exchange with its surroundings. A flat surface also reflects light from one direction into another, and your budget leaves this out. Let us compute a case where both quantities follow from the material's equations.

Take a film, $-d<z<0$, on a perfect mirror, with vacuum above and a static field $B$ along $+y$. Waves travel in the $xz$ plane with magnetic field $H$ along $y$ (p polarization) and vary as $e^{iqx-i\omega t}$. I use Gaussian units, $k_0=\omega/c$ and $k_z=\sqrt{k_0^2-q^2}$. Light leaving in direction $\theta$ has $q=k_0\sin\theta$. Light arriving from that direction runs backwards along the same line, so it has $-q$.

**Q:** What does the field do to the material?

**A:** In this model, electrons of charge $-e$, mass $m$ and density $n_e$ feel friction $\gamma$ and its random force $\mathbf F$:
$$m\dot{\mathbf v}=-e\mathbf E-\frac ec\,\mathbf v\times\mathbf B-m\gamma\mathbf v+\mathbf F .$$
With $a=\gamma-i\omega$ and $\omega_c=eB/mc$, the $x,z$ components read
$$M\mathbf v=\frac{-e\mathbf E+\mathbf F}{m},\qquad M=\begin{pmatrix}a&-\omega_c\\ \omega_c&a\end{pmatrix},\qquad M^{-1}=\frac{1}{a^2+\omega_c^2}\begin{pmatrix}a&\omega_c\\-\omega_c&a\end{pmatrix}.$$
The current $-n_ee\mathbf v$ gives the conductivity $\hat\sigma=(n_ee^2/m)M^{-1}$, and $\hat\varepsilon=\varepsilon_\infty+4\pi i\hat\sigma/\omega$. Write $W=\omega+i\gamma$, so $a=-iW$ and $a^2+\omega_c^2=-D$ with $D=W^2-\omega_c^2$. With $\Omega^2=4\pi n_ee^2/m$,
$$\hat\varepsilon=\begin{pmatrix}\varepsilon&ig\\-ig&\varepsilon\end{pmatrix},\qquad \varepsilon=\varepsilon_\infty-\frac{\Omega^2W}{\omega D},\qquad g=-\frac{\Omega^2\omega_c}{\omega D}.$$
Reversing $B$ changes the sign of $g$ and leaves $\varepsilon$ alone.

**Q:** Then find the absorptivity first.

**A:** Keep a current $\mathbf J$ in Maxwell's equations, since emission will need it:
$$E_x'-iqE_z=ik_0H,\qquad -H'=-ik_0(\varepsilon E_x+igE_z)+\tfrac{4\pi}{c}J_x,$$
$$iqH=-ik_0(-igE_x+\varepsilon E_z)+\tfrac{4\pi}{c}J_z .$$
The last one gives
$$E_z=-\frac{q}{k_0\varepsilon}H+\frac{ig}{\varepsilon}E_x-\frac{4\pi i}{ck_0\varepsilon}J_z .$$
Inserting this in the other two,
$$H'=sH+iuE_x+j_H,\qquad E_x'=ivH-sE_x+j_E,$$
$$s=\frac{gq}{\varepsilon},\quad u=k_0\frac{\varepsilon^2-g^2}{\varepsilon},\quad v=k_0-\frac{q^2}{k_0\varepsilon},$$
$$j_H=\frac{4\pi}{c}\Big(-J_x+\frac{ig}{\varepsilon}J_z\Big),\qquad j_E=\frac{4\pi}{c}\frac{q}{k_0\varepsilon}J_z .$$

For absorption set $\mathbf J=0$. The coefficient matrix $A$ squares to $\lambda^2=s^2-uv$ times the unit matrix, so $e^{Ad}=\cosh\lambda d+A\sinh(\lambda d)/\lambda$. The mirror requires $E_x(-d)=0$. With $\tau=\tanh(\lambda d)/\lambda$, the ratio at the surface is
$$\frac{E_x(0)}{H(0)}=\frac{iv\tau}{1+s\tau}\equiv-\zeta .$$
In vacuum $H=e^{-ik_zz}+re^{ik_zz}$ and $E_x=H'/(ik_0)$, so $H(0)=1+r$ and $E_x(0)=p(r-1)$ with $p=k_z/k_0$. Continuity gives $p(r-1)=-\zeta(1+r)$, hence
$$r(q)=\frac{p-\zeta}{p+\zeta}.$$
Nothing is transmitted or diffracted, so what is not reflected is absorbed. Light from $\theta$ has $-q$:
$$\mathcal A(\theta)=1-R_-,\qquad R_\pm=|r(\pm q)|^2 .$$
Of the quantities in $\zeta$, $s$ alone is odd in $q$, and it is also odd in $B$.

**Q:** You could now assume Kirchhoff's law to get the emissivity. I want it from the thermal currents.

**A:** Their strength comes from the random force. Classically its spectral density is $2m\gamma k_BT$ per component, fixed by equipartition. For a bath of harmonic oscillators coupled linearly to the electron, the force spectrum at $\omega$ is proportional to the energy of the oscillators at $\omega$, so $k_BT$ becomes
$$\Theta=\hbar\omega\,n,\qquad n=\frac1{e^{\hbar\omega/k_BT}-1},$$
without the zero-point part. Since $\mathbf v=M^{-1}\mathbf F/m$, independent electrons give a current noise $C=(2n_ee^2\gamma\Theta/m)\,M^{-1}M^{-1\dagger}$. The magnetic terms cancel in $M+M^\dagger=2\gamma$, so
$$\gamma M^{-1}M^{-1\dagger}=\tfrac12M^{-1}(M+M^\dagger)M^{-1\dagger}=\tfrac12(M^{-1}+M^{-1\dagger}),$$
$$C=\Theta(\hat\sigma+\hat\sigma^\dagger)=\frac{\omega\Theta}{2\pi}\hat\varepsilon'',\qquad \hat\varepsilon''=\frac{\hat\varepsilon-\hat\varepsilon^\dagger}{2i}.$$
The model is local, so noise at different points is taken as uncorrelated.

Now let these currents radiate $H=he^{ik_zz}$ above the film, with $E_x(0)=ph$. Compare this with an auxiliary problem, marked by tildes: no currents, field $-B$, and a unit wave arriving with $-q$. Both $g$ and $q$ change sign, so $s,u,v$ are unchanged and $\tilde r=r(q)$. Form $w=H\tilde E_x-E_x\tilde H$. Because $A$ has zero trace, the terms with $A$ cancel:
$$w'=j_H\tilde E_x-j_E\tilde H .$$
At the mirror $w=0$. At the surface
$$w(0)=h\,p(r-1)-ph(1+r)=-2ph .$$
In the auxiliary problem $\tilde E_z=q\tilde H/(k_0\varepsilon)-ig\tilde E_x/\varepsilon$, so the right side of $w'$ is $-(4\pi/c)\,\mathbf J\cdot\tilde{\mathbf E}$. Integrating,
$$h=\frac{4\pi}{c}\frac{k_0}{2k_z}\int_{-d}^0\mathbf J\cdot\tilde{\mathbf E}\,dz .$$

Per $d\omega/2\pi$ and $d^2q/(2\pi)^2$, the emitted flux is $2(c/4\pi)(k_z/k_0)\langle|h|^2\rangle$, the 2 counting positive and negative frequencies. A black body gives $\Theta$ in the same measure, because at fixed $q$ the normal velocity times $dk_z$ is $d\omega$. The ratio is
$$\mathcal E(\theta)=\frac{k_0^2}{k_z}\int_{-d}^0\tilde{\mathbf E}^\dagger(\hat\varepsilon'')^{\rm T}\tilde{\mathbf E}\,dz .$$
The transposed tensor is the dissipative tensor for $-B$. Joule heat is $(\omega/8\pi)\tilde{\mathbf E}^\dagger(\hat\varepsilon'')^{\rm T}\tilde{\mathbf E}$ per volume and the incident flux is $(c/8\pi)k_z/k_0$, so the expression is the absorbed fraction in the auxiliary problem, $1-|\tilde r|^2$. Therefore
$$\mathcal E(\theta)=1-R_+,\qquad \mathcal E(\theta,B)=\mathcal A(\theta,-B),\qquad \mathcal E(\theta)-\mathcal A(\theta)=R_--R_+ .$$

**Q:** So any magnetic field separates them?

**A:** No. At $B=0$, $s=0$ and $R_+=R_-$. Without loss, $s$, $v$ and $\lambda^2$ are real. Then $\tau$ is real, $\zeta$ is imaginary and $|r|=1$ for both signs of $q$, so the film neither absorbs nor emits. The s-polarized wave has its electric field along $B$; the electron motion it drives feels no magnetic force, and its two coefficients stay equal.

**Q:** How large can the difference be in a lossy film?

**A:** Take round model parameters: $\varepsilon_\infty=10$, screened plasma energy $\hbar\omega_p=\hbar\Omega/\sqrt{\varepsilon_\infty}=20$ meV, $\hbar\gamma=0.2$ meV, $m$ equal to 0.02 free-electron masses, $B=5000$ G, $d=3\ \mu$m and $\theta=30^\circ$. The cyclotron energy is 2.894 meV. On a grid of 0.1 meV the contrast is greatest at 20.0 meV, a wavelength of 62.0 $\mu$m. There, in meV$^2$, $\hbar^2D=(20+0.2i)^2-2.894^2=391.6+8.0i$ and $\hbar^2\Omega^2=4000$, so
$$\varepsilon=10-\frac{4000(20+0.2i)}{20(391.6+8.0i)}=-0.213+0.106i,$$
$$g=-\frac{4000\times2.894}{20(391.6+8.0i)}=-1.478+0.030i .$$
The reflectances are $R_+=0.905$ and $R_-=0.063$, hence
$$\mathcal E(30^\circ)=1-0.905=0.095,\qquad \mathcal A(30^\circ)=1-0.063=0.937 .$$
Direct integrals over the thermal currents and over the Joule heat, which do not use the formula for $r$, give the same two values. At $-30^\circ$ they are interchanged.

The small damping matters. It corresponds to a mobility $e/m\gamma$ of $2.9\times10^5$ cm$^2$ V$^{-1}$ s$^{-1}$, far above that of a semiconductor with this electron density at room temperature. With $\hbar\gamma=2$ meV, a mobility of $2.9\times10^4$, the greatest contrast lies near 19.9 meV, with emissivity 0.13 and absorptivity 0.50. The model also leaves out absorption by lattice vibrations, and it treats the response as local. At 300 K these electrons move at about $9\times10^7$ cm/s, so with $\hbar\gamma=0.2$ meV their mean free path is about 3 $\mu$m, as long as the film is thick, and scattering at its surfaces would add to the damping. The values at 300 K below keep $\hbar\gamma=0.2$ meV and illustrate the energy balance; they do not predict a real film.

**Q:** Why does the sign of $q$ matter so much here?

**A:** For a film thin enough that $|\lambda|d\ll1$, $\tau\approx d$ and
$$\zeta\approx-id\,\frac{k_0\varepsilon-q^2/k_0}{\varepsilon+gqd},$$
so the resonance lies where $\mathrm{Re}(\varepsilon+gqd)=0$. For weak loss, $\varepsilon=\varepsilon_\infty[1-\omega_p^2/(\omega^2-\omega_c^2)]$ vanishes at $\omega_0^2=\omega_p^2+\omega_c^2$. There $d\varepsilon/d\omega=2\varepsilon_\infty\omega_0/\omega_p^2$ and $g=-\varepsilon_\infty\omega_c/\omega_0$. To first order in $d$ the resonance moves by
$$\delta\omega=-\frac{gqd}{d\varepsilon/d\omega}=\frac{\omega_cqd}{2}\frac{\omega_p^2}{\omega_0^2},$$
and the resonances for $\pm q$ are split by $\omega_c|q|d\,\omega_p^2/\omega_0^2$. For a 0.1 $\mu$m film and fixed $|q|=\omega_0/2c$ this gives 0.01452 meV, against 0.01447 meV from the peaks of the full formula. This checks the expansion within the local model only. At 300 K an electron travels about 0.03 $\mu$m in a time $1/\omega$, so in a real film this thin, nonlocal response would move the resonance by far more than the splitting.

The 3 $\mu$m film has $|\lambda|d\approx0.9$ at 20.0 meV, so the thin-film form is only a guide. With $|q|d=0.304\times0.5=0.152$, the shift $gqd$ is about $\mp0.225$. The real part of $\varepsilon+gqd$ is then $-0.44$ for $+q$ and $+0.01$ for $-q$: the arriving wave is near resonance and the departing one is not. In the full result at $30^\circ$, emissivity peaks at 20.375 meV with height 0.69, absorptivity at 19.980 meV with height 0.94.

**Q:** Perhaps integrating over frequency restores equality.

**A:** Not over the band around the resonance. Between 15 and 25 meV at 300 K, the film emits 59 erg s$^{-1}$ cm$^{-2}$ sr$^{-1}$ at $+30^\circ$ in this polarization. From surroundings at 300 K it absorbs 138 from that direction, in the same unit. A black body would emit 1734.

**Q:** Then my objection returns: the right-hand side sends in more than it gets back from the film.

**A:** It gets the rest by reflection from the left. In equilibrium the light leaving towards $+\theta$ is emission plus reflected light that came from $-\theta$:
$$\mathcal E(\theta)+R_+=(1-R_+)+R_+=1 .$$
The channel carries the full blackbody flux. With $\Delta=R_--R_+$, the net flows at uniform temperature, in units of $\hbar\omega n$ per mode, are

- right to left, by reflection: $R_--R_+=\Delta$;
- left to film: $\mathcal A(-\theta)-\mathcal E(-\theta)=(1-R_+)-(1-R_-)=\Delta$;
- film to right: $\mathcal E(\theta)-\mathcal A(\theta)=\Delta$.

Energy circulates, and each participant gains as much as it loses. Here $\Delta=-0.841$, so the circulation runs from right to film to left.

**Q:** Could I extract work from it by closing off the left side?

**A:** Put a mirror there that sends the light back along its path. Light from the right is absorbed at once with probability $1-R_-$, or after one return with probability $R_-(1-R_+)$. Emission reaches the right directly, or leaves to the left, returns and is reflected:
$$\mathcal A_1=1-R_-+R_-(1-R_+)=1-R_+R_-,$$
$$\mathcal E_1=(1-R_+)+(1-R_-)R_+=1-R_+R_- .$$
Both are 0.943. With one port your original argument applies, and equality returns.

**Q:** Equilibrium is the easy case. What if the three temperatures differ?

**A:** Let $M_{ij}$ now be the fraction of a blackbody mode passing from $j$ to $i$, where $i,j$ are film, right and left. For the right side, the outgoing sum is $\mathcal A(\theta)+R_-=1$ and the incoming sum is $\mathcal E(\theta)+R_+=1$; the left is similar. For the film both sums are $2-R_+-R_-$. Equal sums let us write the heat gained as $Q_i=\hbar\omega\sum_jM_{ij}(n_j-n_i)$. With $x_i=\hbar\omega/k_BT_i$, the entropy production is
$$\sum_i\frac{Q_i}{T_i}=k_B\sum_{ij}M_{ij}\,x_i(n_j-n_i).$$
The mode entropy $S(n)=(1+n)\ln(1+n)-n\ln n$ has $S'(n)=\ln[(1+n)/n]=x$ and $S''=-1/[n(1+n)]<0$. It lies below its tangents, so $x_i(n_j-n_i)\ge S(n_j)-S(n_i)$ and
$$\sum_i\frac{Q_i}{T_i}\ge k_B\sum_{ij}M_{ij}[S(n_j)-S(n_i)]=0,$$
the last step again by the equal sums. The proof never uses $M_{ij}=M_{ji}$.

With film, right and left at 300, 310 and 290 K, the heat gains at 20.0 meV are 0.69, $-1.56$ and 0.87 meV per mode, and the entropy production is $0.0031\,k_B$.

**Q:** So what would a real violation look like?

**A:** Changing the reflectances alone will not do. If both senses of reflection had the mean value 0.484 while $\mathcal A(\theta)$ stayed at 0.937, light from the right would be absorbed and reflected to a total of 1.42 times what arrived. That already breaks energy conservation (it is the "forbidden model" of the numerical output).

So let the absorptivity be $1-0.484=0.516$ from both sides, and keep the emissivities 0.095 to the right and 0.937 to the left. All incident light is now accounted for, and at a uniform temperature the film emits as much in total as it absorbs. Yet at 300 K the right side would lose $20.0\times0.856\times(0.516-0.095)=7.2$ meV per mode, where 0.856 is $n$, and the left side would gain it. Make the right side slightly colder, and heat still flows from it to the hotter left. Among 3000 random temperature triples between 250 and 350 K, this model's entropy production falls as low as $-0.030\,k_B$; for the actual film it stayed positive in all of them. In this geometry, the second law forbids unequal emission and absorption without the matching asymmetry in reflection.

**Q:** Then I must restate my belief. Equality for each direction is guaranteed by reciprocity, or by a geometry that enforces it; without them the two can differ, though their spectra may cross at single frequencies. Thermal equilibrium demands a balance over all channels.

**A:** Yes, for a linear body with one local temperature and properties constant in time. A body driven by a current or modulated in time exchanges work as well as heat, and this derivation does not cover it. The remaining values, including other angles, are in the numerical output.

## Calculated quantities

```
background permittivity: 10.0
screened plasma energy: 20.0 meV
damping energy: 0.20 meV
mass ratio m/m_e: 0.020
magnetic field: 5000 G
film thickness: 3.0 um
direction theta: 30 deg
electron density: 5.8020e+16 cm^-3
cyclotron energy: 2.8942 meV
equipartition integral (should be 1): 1.00000000
photon energy of greatest contrast: 20.0 meV
vacuum wavelength there: 61.992 um
k0*d there: 0.3041
eps there: -0.21276 +0.10650 i
g there: -1.47758 +0.03019 i
reflectance for +q: 0.90460
reflectance for -q: 0.06312
emissivity at +theta, from currents: 0.09540
absorptivity at +theta, from Joule heat: 0.93688
emissivity at -theta, from currents: 0.93688
absorptivity at -theta, from Joule heat: 0.09540
emissivity minus absorptivity at +theta: -0.84148
false emissivity if noise indices are swapped: 0.08419
one-port emissivity with return mirror: 0.94290
one-port absorptivity with return mirror: 0.94290
angle 10 deg: emissivity 0.05033, absorptivity 0.68611
angle 20 deg: emissivity 0.05258, absorptivity 0.98676
angle 40 deg: emissivity 0.13974, absorptivity 0.80012
angle 60 deg: emissivity 0.18869, absorptivity 0.53053
peak of emissivity at +theta: 20.375 meV, height 0.69209
peak of absorptivity at +theta: 19.980 meV, height 0.94200
thin film used for splitting test: 0.1 um
thin-film splitting, numerical: 0.014469 meV
thin-film splitting, formula: 0.014516 meV
band 15 to 25 meV, 300 K, p polarization, erg s^-1 cm^-2 sr^-1:
  emitted at +theta: 59.294
  absorbed from +theta: 137.779
  black body: 1733.928
largest heat gain at uniform 300 K: 1.3e-14 meV per mode
forbidden model, right-side gain at 300 K: -14.4134 meV per mode
temperatures body, right, left: 300, 310, 290 K
heat gained by body, right, left: 0.6914, -1.5618, 0.8705 meV per mode
entropy production in that case: 0.003110 k_B per mode
least entropy production, 3000 random cases: 2.31e-05 k_B
same for forbidden model: -0.1060 k_B
largest error, emission against formula: 3.3e-16
largest error, absorption against formula: 6.7e-16
largest error, field-reversal relation: 6.7e-16
```
